# Elastic scattering of relativistic electrons from a spherical charge distribution: a numerical check

```python
"""Mott scattering from an extended charge, Rydberg units (hbar=1, m=1/2, e^2=2).
Tests: spin factor (Dirac matrix diagonalized), Fourier transform of the real-space
potential, form factor (3D quadrature, sympy), small-q expansion and its bound,
first zero tan x = x, full cross section from numerical pieces, Rutherford limit."""
import numpy as np
import sympy as sp
from scipy import constants as K
from scipy.integrate import quad
from scipy.optimize import brentq
from numpy.polynomial.legendre import leggauss

pc = K.physical_constants
a0, Ry = pc["Bohr radius"][0], pc["Rydberg constant times hc in J"][0]
c = 2 / K.alpha
M = c**2 / 2
assert abs(K.c / (a0 * Ry / K.hbar) / c - 1) < 1e-8
assert abs(K.m_e * K.c**2 / Ry / M - 1) < 1e-8

def gauss(n, lo, hi):
    t, w = leggauss(n)
    return lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2

# derived formulas
F = lambda x: 3 * (np.sin(x) - x * np.cos(x)) / x**3
def mott(Z, p, th):
    v = p * c**2 / np.sqrt(p**2 * c**2 + M**2)
    s2 = np.sin(th / 2)**2
    return Z**2 * (1 - (v / c)**2 * s2) / (p**2 * v**2 * s2**2)

# Dirac matrix: positive energy and projector on its two spin states
sig = [np.array(s, complex) for s in
       ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
alph = [np.kron([[0, 1], [1, 0]], s) for s in sig]
beta = np.diag([1., 1., -1., -1.])
def dirac(pv):
    w, U = np.linalg.eigh(c * sum(a * k for a, k in zip(alph, pv)) + M * beta)
    return w[3], U[:, 2:] @ U[:, 2:].conj().T
def spin_num(p, th):
    P1 = dirac([0, 0, p])[1]
    P2 = dirac([p * np.sin(th), 0, p * np.cos(th)])[1]
    return 0.5 * np.trace(P1 @ P2).real
for p_ in (5., 100., 500., 7e4):
    b2 = p_**2 * c**2 / (p_**2 * c**2 + M**2)
    for th_ in (0.3, 1.5, 2.9):
        assert abs(spin_num(p_, th_) - (1 - b2 * np.sin(th_ / 2)**2)) < 1e-11

# form factor from the definition: 3D quadrature over the unit ball, tilted q
r, wr = gauss(30, 0, 1)
u, wu = gauss(30, -1, 1)
ph = 2 * np.pi * np.arange(40) / 40
rr, uu, pp = np.meshgrid(r, u, ph, indexing="ij")
ss = np.sqrt(1 - uu**2)
proj = rr * (ss * np.cos(pp) + 2 * ss * np.sin(pp) + 2 * uu) / 3
W = (wr * r**2)[:, None, None] * wu[None, :, None] * (2 * np.pi / 40) * 3 / (4 * np.pi)
F3c = lambda x: np.sum(W * np.exp(1j * x * proj))
F3 = lambda x: F3c(x).real
for x_ in (0.3, 1., 3., 4.4, 6., 10.):
    assert abs(F3c(x_) - F(x_)) < 1e-11

# symbolic: radial integral, and Taylor series against moments
x, s = sp.symbols("x s", positive=True)
Fs = 3 * (sp.sin(x) - x * sp.cos(x)) / x**3
assert sp.simplify(3 / x * sp.integrate(s * sp.sin(x * s), (s, 0, 1)) - Fs) == 0
mom = [sp.integrate(3 * s**(2 + 2 * k), (s, 0, 1)) for k in range(4)]
ser = sum((-1)**k * mom[k] * x**(2 * k) / sp.factorial(2 * k + 1) for k in range(4))
assert sp.expand(sp.series(Fs, x, 0, 8).removeO() - ser) == 0

# bound on the remainder, and positivity up to the first zero
for x_ in np.linspace(0.2, 10, 50):
    assert 0 <= F3(x_) - (1 - x_**2 / 10) <= x_**4 / 280
assert all(F3(x_) > 0 for x_ in np.linspace(0.05, 4.49, 90))

# other shapes (length unit R): Fermi profile curvature, Gaussian closed form
g, wg = gauss(400, 0, 8)
def radial(rho):
    w = wg * g**2 * rho
    w = w / w.sum()
    return (lambda k: np.sum(w * np.sin(k * g) / (k * g))), np.sum(w * g**2)
Ff, r2f = radial(1 / (1 + np.exp((g - 0.85) / 0.12)))
D = lambda k: 6 * (1 - Ff(k)) / k**2
assert abs((4 * D(0.05) - D(0.1)) / 3 / r2f - 1) < 1e-6   # residual is O(k^4)
Fg, r2g = radial(np.exp(-2.5 * g**2))
assert abs(r2g - 0.6) < 1e-12

# zeros: iteration of tan x = x against root search on the quadrature
def iterate(n, steps):
    xs = [(n + 0.5) * np.pi]
    for _ in range(steps):
        xs.append(n * np.pi + np.arctan(xs[-1]))
    return xs
its = iterate(1, 20)
x1, x2 = its[-1], iterate(2, 20)[-1]
assert abs(brentq(F3, 3.2, 4.7, xtol=1e-13) - x1) < 1e-9
assert abs(brentq(F3, 6.3, 7.85, xtol=1e-13) - x2) < 1e-9
assert abs(x1 - 4.493) < 5e-4
assert abs(Fg(x1) - np.exp(-x1**2 / 10)) < 1e-11

# point Coulomb part: screened integral, extrapolated in eps^2 (residual 4e-8)
def screened(eps):
    t0, w0 = gauss(16, 0, np.pi)
    t = t0[None, :] + np.pi * np.arange(int(40 / eps / np.pi))[:, None]
    return np.sum(w0 * np.exp(-eps * t) * np.sin(t))
assert abs(screened(0.02) - 1 / (1 + 0.02**2)) < 1e-11
I0 = (4 * screened(0.01) - screened(0.02)) / 3
assert abs(I0 - 1) < 1e-6

# worked example
Z, R, E, A = 22, 8.7e-5, 2.0e7, 48
p = np.sqrt(E**2 - M**2) / c
# potential of the sphere by shell sums, in units of 1/R, at radii r*R
Vin = np.array([-2 * Z * (quad(lambda t: 3 * t * t, 0, a)[0] / a
                          + quad(lambda t: 3 * t, a, 1)[0]) for a in r])
assert np.allclose(Vin, -Z * (3 - r**2), rtol=1e-12)
def V_num(q):
    inner = np.sum(wr * (r * Vin + 2 * Z) * np.sin(q * R * r)) * R
    return -8 * np.pi * Z * I0 / q**2 + 4 * np.pi / q * inner
h = 1e-4 * p
v_num = (dirac([0, 0, p + h])[0] - dirac([0, 0, p - h])[0]) / (2 * h)
assert abs(v_num / (p * c**2 / E) - 1) < 1e-9
# Rutherford limit at T = p^2 = 1 Ry; relativistic correction is O(alpha^2)
assert abs(mott(Z, 1.0, 1.2) / ((2 * Z / 4)**2 / np.sin(0.6)**4) - 1) < 2e-4

MeV, fm = Ry / K.e / 1e6, a0 * 1e15
print(f"alpha = {K.alpha:.8f}; c = {c:.4f} bohr Ry/hbar; mc^2 = {M:.2f} Ry")
print(f"1 bohr = {fm:.1f} fm; 1 Ry = {MeV*1e6:.4f} eV; 1 bohr^2 = {fm**2:.5e} fm^2")
print("sphere moments <r^2>/R^2, <r^4>/R^4, <r^6>/R^6 =", mom[1:])
print("series F(x) =", ser)
print("iterates x <- pi + arctan x:", " ".join(f"{a:.6f}" for a in its[:6]))
print(f"x1 = {x1:.6f}; slope 1/(1+x1^2) = {1/(1+x1**2):.4f}; x2 = {x2:.6f}")
print(f"truncated zero sqrt(10) = {10**.5:.4f}; true F there = {F(10**.5):.4f}")
print(f"truncated F at x1 = {1-x1**2/10:.4f}; Gaussian F at x1 = {Fg(x1):.4f}")
print(f"truncation error < 0.01 for x <= {2.8**.25:.4f}")
print(f"inputs: Z = {Z}, R = {R:.2e} bohr ({R*fm:.3f} fm), A = {A} u")
print(f"input: E = {E:.2e} Ry ({E*MeV:.2f} MeV)")
print(f"p = {p:.2f} 1/bohr; 1 - b^2 = {(M/E)**2:.4e}; v = {p*c**2/E:.4f} bohr Ry/hbar")
print(f"2pR = {2*p*R:.4f}")
r2 = 0.6 * R**2
print(f"<r^2> = {r2:.4e} bohr^2; rms = {r2**.5:.4e} bohr ({r2**.5*fm:.3f} fm)")
print("theta(deg) q(1/bohr) x S F 1-x^2/10 F^2 Mott(bohr^2/sr) full(bohr^2/sr)")
for deg in (5, 10, 20, 30, 40, 55):
    th = np.radians(deg)
    q = np.linalg.norm([p * np.sin(th), 0, p * np.cos(th) - p])
    assert abs(q / (2 * p * np.sin(th / 2)) - 1) < 1e-12
    xx, pt = q * R, mott(Z, p, th)
    assert abs(V_num(q) * q**2 / (-8 * np.pi * Z) - F(xx)) < 1e-6
    direct = V_num(q)**2 * spin_num(p, th) * p**2 / (4 * np.pi**2 * v_num**2)
    assert abs(direct / (pt * F(xx)**2) - 1) < 1e-5   # 4e-8 of I0 over small F
    print(f"{deg} {q:.1f} {xx:.4f} {spin_num(p, th):.5f} {F(xx):.5f} "
          f"{1-xx**2/10:.5f} {F(xx)**2:.4e} {pt:.4e} {pt*F(xx)**2:.4e}")
q1, s1 = x1 / R, x1 / (2 * p * R)
th1, th2 = 2 * np.arcsin(s1), 2 * np.arcsin(x2 / (2 * p * R))
th_num = brentq(lambda t: V_num(2 * p * np.sin(t / 2)), 0.5, 0.9, xtol=1e-12)
assert abs(th_num - th1) < 1e-6
print(f"q1 = {q1:.1f} 1/bohr ({q1/fm:.4f} 1/fm); sin(theta1/2) = {s1:.5f}")
print(f"theta1 = {np.degrees(th1):.3f} deg; theta2 = {np.degrees(th2):.3f} deg")
pmin = q1 / 2
Emin = np.sqrt(pmin**2 * c**2 + M**2)
print(f"threshold p = {pmin:.1f} 1/bohr; E = {Emin:.4e} Ry ({Emin*MeV:.2f} MeV)")
q5 = 2 * p * np.sin(np.radians(2.5))
est = 6 * (1 - F(q5 * R)) / q5**2
print(f"<r^2> from 5 deg: 6(1-F)/q^2 = {est:.4e} bohr^2; ratio to exact {est/r2:.4f}")
Mt = A * K.atomic_mass * K.c**2 / Ry
print(f"Z alpha = {Z*K.alpha:.4f}; V(0) = {-3*Z/R:.4e} Ry; |V(0)|/E = {3*Z/R/E:.4f}")
print(f"target rest energy = {Mt:.4e} Ry; E/(M_t c^2) = {E/Mt:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
alpha = 0.00729735; c = 274.0720 bohr Ry/hbar; mc^2 = 37557.73 Ry
1 bohr = 52917.7 fm; 1 Ry = 13.6057 eV; 1 bohr^2 = 2.80029e+09 fm^2
sphere moments <r^2>/R^2, <r^4>/R^4, <r^6>/R^6 = [3/5, 3/7, 1/3]
series F(x) = -x**6/15120 + x**4/280 - x**2/10 + 1
iterates x <- pi + arctan x: 4.712389 4.503284 4.493874 4.493431 4.493410 4.493410
x1 = 4.493409; slope 1/(1+x1^2) = 0.0472; x2 = 7.725252
truncated zero sqrt(10) = 3.1623; true F there = 0.2980
truncated F at x1 = -1.0191; Gaussian F at x1 = 0.1328
truncation error < 0.01 for x <= 1.2936
inputs: Z = 22, R = 8.70e-05 bohr (4.604 fm), A = 48 u
input: E = 2.00e+07 Ry (272.11 MeV)
p = 72973.40 1/bohr; 1 - b^2 = 3.5265e-06; v = 274.0715 bohr Ry/hbar
2pR = 12.6974
<r^2> = 4.5414e-09 bohr^2; rms = 6.7390e-05 bohr (3.566 fm)
theta(deg) q(1/bohr) x S F 1-x^2/10 F^2 Mott(bohr^2/sr) full(bohr^2/sr)
5 6366.1 0.5539 0.99810 0.96966 0.96932 9.4024e-01 3.3361e-07 3.1368e-07
10 12720.1 1.1066 0.99240 0.88277 0.87753 7.7928e-01 2.0811e-08 1.6218e-08
20 25343.4 2.2049 0.96985 0.59106 0.51385 3.4936e-01 1.2907e-09 4.5090e-10
30 37773.8 3.2863 0.93301 0.26269 -0.07999 6.9004e-02 2.5159e-10 1.7361e-11
40 49916.7 4.3428 0.88302 0.02331 -0.88595 5.4349e-04 7.8082e-11 4.2437e-14
55 67390.7 5.8630 0.78679 -0.08575 -2.43747 7.3537e-03 2.0942e-11 1.5400e-13
q1 = 51648.4 1/bohr (0.9760 1/fm); sin(theta1/2) = 0.35389
theta1 = 41.450 deg; theta2 = 74.950 deg
threshold p = 25824.2 1/bohr; E = 7.0778e+06 Ry (96.30 MeV)
<r^2> from 5 deg: 6(1-F)/q^2 = 4.4919e-09 bohr^2; ratio to exact 0.9891
Z alpha = 0.1605; V(0) = -7.5862e+05 Ry; |V(0)|/E = 0.0379
target rest energy = 3.2863e+09 Ry; E/(M_t c^2) = 0.0061
ALL CHECKS PASSED
```
